Decay of Angular Harmonics by Elastic Scattering on a Circular Fermi Line, part 1

(Sections cited here and not found follow in the second part.)

PART 1. THE DECAY RATES AND THE CONDITION FOR QUADRATIC GROWTH

Result

Let electrons on a circular Fermi line be turned through an angle θ by elastic collisions, with W(θ) dθ the probability per unit time of a turn between θ and θ + dθ. Let W be even in θ. A deviation from equilibrium that varies around the line as cos(mα) or sin(mα), where α is the direction of motion, then decays as exp(−γ_m t), with

γ_m = ∫ W(θ) [1 − cos(mθ)] dθ. (1)

All integrals over θ run from −π to π unless other limits are given. Define the angular moments

M2 = ∫ W(θ) θ² dθ, M4 = ∫ W(θ) θ⁴ dθ, (2)

and the dimensionless number

ε = M4/(12 M2). (3)

When m²ε is much smaller than 1,

γ_m ≈ m² M2/2. (4)

This is the quadratic growth produced by small-angle scattering. It holds for a limited range of m. If the total scattering rate

γ_q = ∫ W(θ) dθ (5)

is finite, γ_m tends to γ_q at large m. A kernel W that is merely largest in the forward direction need not obey (4) at all; a counterexample with linear growth is given below.

The collision integral

The electrons move in two dimensions in an isotropic band. The scatterers are static, so a collision changes the direction of an electron but not its energy. They are also spread so that, on average, no direction in the plane is preferred. The rate of a transition from direction α to direction α′ then depends on the difference θ = α′ − α alone. Spin is conserved, and the two spin populations behave alike.

The evenness of W has a physical origin. To lowest order in the scattering potential V, a transition rate is proportional to the squared matrix element |⟨k′|V|k⟩|². Because V is Hermitian, this equals |⟨k|V|k′⟩|². The reverse transition turns the electron by −θ, so that W(−θ) = W(θ). Scattering that prefers left turns to right turns lies outside this model.

Let f(α) be the occupation of the states with direction α at one fixed energy. Electrons enter direction α from α + θ by turning through −θ, at the rate W(−θ) = W(θ). They leave for α + θ at the rate W(θ). Each final state must be empty, which supplies the Pauli factors:

∂f/∂t = ∫ W(θ) { f(α+θ)[1 − f(α)] − f(α)[1 − f(α+θ)] } dθ.

Multiplying out the braces gives

f(α+θ) − f(α+θ)f(α) − f(α) + f(α)f(α+θ) = f(α+θ) − f(α).

The two products cancel, and

∂f/∂t = ∫ W(θ) [f(α+θ) − f(α)] dθ. (6)

No assumption of a small deviation was used. For a fixed W, the elastic collision integral is linear in f at any amplitude. The cancellation needs equal rates for a transition and its reverse, and it would fail for collisions that exchange energy with a thermal bath.

At low temperature a weak disturbance changes f only near the Fermi energy E_F, and it is convenient to write

f = f0(E) + δ(E − E_F) χ(α,t), (7)

where f0 is the equilibrium distribution and χ has the dimension of energy. Since f0 does not depend on α, it drops out of (6), and χ obeys the same equation as f. The kernel W is evaluated at E_F. This requires k_BT to be small compared with E_F and W to vary little over the thermal width.

The harmonics and their rates

Insert χ = A(t) cos(mα) in (6), with m a positive integer. The addition theorem gives

cos[m(α+θ)] = cos(mα) cos(mθ) − sin(mα) sin(mθ).

The second term is odd in θ. Multiplied by the even function W, it integrates to zero. What remains is

(dA/dt) cos(mα) = −A cos(mα) ∫ W(θ)[1 − cos(mθ)] dθ.

Hence dA/dt = −γ_m A, with γ_m given by (1). For the sine,

sin[m(α+θ)] = sin(mα) cos(mθ) + cos(mα) sin(mθ),

and the second term vanishes for the same reason. The two harmonics of index m therefore share one rate. A smooth function on the circle is a sum of a constant and these harmonics, so the rates γ_m determine the whole relaxation.

For m = 0 equation (1) gives γ_0 = 0: collisions conserve the number of electrons at each energy. The harmonic m = 1 carries the current. The harmonic m = 2 is an elliptical deformation of the Fermi line. A maximum and the neighbouring minimum of harmonic m are separated by the angle π/m, so a high harmonic is erased by smaller turns than a low one.

Isotropic scattering is a useful limiting case. If W is constant, the cosine in (1) integrates to zero for every m ≥ 1, and all these harmonics decay at the same rate γ_q. Growth with m is thus a signature of the angular dependence of W.

For large m and finite γ_q, the integral of W(θ) cos(mθ) tends to zero, because the rapid oscillation averages out against an integrable function. Equation (1) then gives γ_m → γ_q. Physically, almost any turn is now large compared with π/m, and each collision removes an electron from the pattern.

Bounds that hold for every kernel

The identity 1 − cos y = 2 sin²(y/2) turns (1) into

γ_m = 2 ∫ W(θ) sin²(mθ/2) dθ. (8)

For any real x and positive integer m, |sin(mx)| ≤ m|sin x|. This is an equality for m = 1. If it holds for m, then

|sin[(m+1)x]| = |sin(mx) cos x + cos(mx) sin x| ≤ |sin(mx)| + |sin x| ≤ (m+1)|sin x|,

so it holds for m + 1. Setting x = θ/2, squaring, and integrating with the non-negative weight 2W gives

γ_m ≤ m² γ_1. (9)

Quadratic growth relative to the first harmonic is therefore an upper limit for every elastic kernel W of the kind considered here. Collisions between electrons are not covered by this bound. Since sin² ≤ 1, equation (8) also gives γ_m ≤ 2γ_q.

Bounds in terms of the moments follow by repeated integration. For y ≥ 0, start from cos y ≤ 1 and integrate from 0 to y four times:

sin y ≤ y,
1 − cos y ≤ y²/2,
y − sin y ≤ y³/6,
y²/2 − 1 + cos y ≤ y⁴/24.

The second and fourth lines enclose 1 − cos y:

y²/2 − y⁴/24 ≤ 1 − cos y ≤ y²/2. (10)

All three members are even, so (10) also holds for negative y. Put y = mθ, multiply by W and integrate:

m²M2/2 − m⁴M4/24 ≤ γ_m ≤ m²M2/2. (11)

Division by m²M2/2 gives

1 − m²ε ≤ γ_m/(m²M2/2) ≤ 1. (12)

This proves (4) and supplies its error: relative to the approximate value m²M2/2, the error is at most m²ε. The approximate value is never too small.

A comparison of measured or computed rates often uses γ_1 as the reference. Keeping the terms up to fourth order in θ in both rates,

γ_m/(m²γ_1) ≈ (1 − m²ε)/(1 − ε) ≈ 1 − (m² − 1)ε. (13)

The last step keeps first order in ε. It also assumes that the higher moments are correspondingly small, as they are when W is confined to a narrow range of angles.

What a small angle means

The condition m²ε ≪ 1 contains a ratio of moments, in which rare large turns carry much weight. A kernel may have a small root-mean-square angle and still contain a weak large-angle background that contributes noticeably to M4. It is therefore safer to compute ε than to judge the kernel by its width. The condition is sufficient, not necessary: a background too weak to affect M2 can still dominate M4. For W proportional to exp(−100|θ|) + 5×10⁻⁹, m²ε is 5 at m = 20, yet γ_m lies within 7% of m²M2/2.

When the condition is met, collisions act as diffusion of the direction of motion. Expand the difference in (6) for a χ that varies slowly over a typical turn:

χ(α+θ) − χ(α) = θ χ′ + θ²χ″/2 + θ³χ‴/6 + θ⁴χ⁗/24 + ...

The primes denote derivatives with respect to α. The odd powers vanish on integration with the even W. To leading order,

∂χ/∂t ≈ D ∂²χ/∂α², D = M2/2. (14)

The second derivative of cos(mα) is −m² cos(mα), so (14) gives the rate m²D, in agreement with (4). The factor m² is the usual faster decay of short wavelengths in diffusion.

Retaining the fourth derivative as a correction is unsafe in a numerical simulation. The truncated equation gives harmonic m the decay rate

m²M2/2 − m⁴M4/24 = (m²M2/2)(1 − m²ε),

which is negative for m² > 1/ε. Those harmonics would grow without limit, although the true rates (8) are never negative. The full integral (6), or the harmonic rates (1), should be used when the correction matters.

A kernel with a closed solution

An exponential kernel shows both the growth and its end. Let

W(θ) = W0 exp(−a|θ|), a ≫ 1. (15)

The weight at |θ| = π is negligible, and the integrals may be extended to infinity. The two that are needed are

∫₀^∞ exp(−aθ) dθ = 1/a,
∫₀^∞ exp(−aθ) cos(mθ) dθ = a/(a² + m²).

The second is the real part of ∫₀^∞ exp[−(a − im)θ] dθ = 1/(a − im) = (a + im)/(a² + m²). Both signs of θ contribute equally, so γ_q = 2W0/a, and

γ_m = 2W0 [1/a − a/(a² + m²)]
= 2W0 [(a² + m²) − a²]/[a(a² + m²)]
= γ_q m²/(m² + a²). (16)

For m ≪ a this is γ_q m²/a², quadratic in m. At m = a it has reached half the total rate, and for m ≫ a it approaches γ_q. The moments follow from ∫₀^∞ θⁿ exp(−aθ) dθ = n!/aⁿ⁺¹:

M2 = 4W0/a³, M4 = 48W0/a⁵, ε = 1/a². (17)

The loss of quadratic growth can also be read directly from (16):

γ_m/(m²γ_1) = (a² + 1)/(a² + m²). (18)

This ratio falls below 0.9 when a² + 1 < 0.9a² + 0.9m², that is, when m² > (a² + 10)/9. For large a the square law is thus good to ten per cent up to roughly m = a/3.

Forward scattering without quadratic growth

Consider the kernel

W(θ) = C/[4 sin²(θ/2)], (19)

with C a constant rate. It has the angular dependence produced, in the lowest-order theory, by unscreened charges lying in the electron plane: their potential in two dimensions varies as 1/q, where q is proportional to sin(θ/2). The kernel diverges in the forward direction. Equation (8) gives

γ_m = (C/2) ∫ sin²(mθ/2)/sin²(θ/2) dθ.

The quotient is the squared modulus of a geometric sum,

|1 + exp(iθ) + ... + exp[i(m−1)θ]|² = sin²(mθ/2)/sin²(θ/2).

When the square is multiplied out, terms with unequal exponents integrate to zero over the circle. The m terms with equal exponents give 2π each. Therefore

γ_m = (C/2)(2πm) = πmC. (20)

The growth is linear from the first harmonic on. The reason is visible at small angles, where W ≈ C/θ². The integrand Wθ² of the second moment is not concentrated near θ = 0: it rises from C there to about 2.5C at |θ| = π, and M2 is set by turns of all sizes. No narrow range of angles exists in which (4) could apply. The total rate γ_q diverges, so there is no saturation either, while every γ_m remains finite.

The quadratic law therefore needs more than a forward peak. The second moment must come from angles small compared with 1/m.


PART 2. REMOTE DONORS: MOBILITY, NUMBERS AND LIMITS

Symbols and results carried over

W(θ) is the rate per unit angle of turning through θ, and γ_m is the decay rate of cos(mα) and sin(mα), with α the direction of motion. The total rate is γ_q. The moments M2 and M4 are the integrals of Wθ² and Wθ⁴, and ε = M4/(12M2). The results needed are γ_m = ∫W(1 − cos mθ)dθ, the approximation γ_m ≈ m²M2/2 for m²ε ≪ 1, and, for W = W0 exp(−a|θ|) with a ≫ 1, the closed form γ_m = (2W0/a) m²/(m² + a²). The deviation from equilibrium is δ(E − E_F)χ(α).

From the scattering potential to W

Take a parabolic band of effective mass m*, and N_d charged donors per unit area at independent random positions in a sheet parallel to the electron layer. Let v(q) be the two-dimensional Fourier transform of the potential energy of an electron near one donor. Between plane waves normalized in an area A, with q = k′ − k, the matrix element of all donors is

(1/A) v(q) Σ_j exp(−iq·R_j).

In the average of its square, terms from different donors cancel for q ≠ 0, because their positions are independent. The N_dA diagonal terms leave N_d|v(q)|²/A. Fermi's golden rule, summed over final states of the same spin, gives the total rate

(2π/ħ) N_d ∫ |v(q)|² δ(E′ − E) d²k′/(2π)².

In polar coordinates d²k′ = k′dk′dθ, and E′ = ħ²k′²/(2m*) gives k′dk′ = m*dE′/ħ². The delta function removes the energy integral. The factor in front of dθ is

W(θ) = m* N_d |v(q)|²/(2πħ³). (21)

Both wave vectors have length k_F. Hence q² = 2k_F²(1 − cos θ), or q = 2k_F|sin(θ/2)|.

The screened donor

Let the donor carry charge +e at distance d from an electron layer of zero thickness, in a medium of relative permittivity κ. Away from the donor sheet, a Fourier component of the electrostatic potential falls off as exp(−q|z|). Its slope jumps by 2q times its value at the sheet, and Gauss's law equates ε0κ times this jump to the charge e. The bare potential energy in the electron layer is therefore

U_ext = −e² exp(−qd)/(2ε0κq).

The electrons respond to the total potential energy U. In the Thomas-Fermi approximation their density changes by −gU, where g = m*/(πħ²) is the density of states for both spins. This change produces a further potential energy −[e²g/(2ε0κq)]U. Adding it to U_ext and solving for U gives

U = U_ext/(1 + q_s/q), q_s = e²g/(2ε0κ) = m*e²/(2πε0κħ²).

Consequently

|v(q)| = e² exp(−qd)/[2ε0κ(q + q_s)]. (22)

We now have the decay rates γ_m for any even elastic kernel W, the condition under which they grow as m², and the screened potential of a remote donor. It remains to combine (21) and (22) into the donor kernel, to calculate the mobility and decay rates of a typical layer from it, and to estimate the effects left out.
